# Why localized defect levels stay put while hybrid band edges move: test program

```python
"""Hybrid energy E(alpha) = E(0) + alpha*A, A = exact minus local exchange energy.
Result under test: the charge transition level E(neutral)-E(positive) of a compact
defect hardly moves with alpha, while band edges move almost linearly.
Model: ring of M cells, repulsion W*exp(-|x|/lam), energies in eV, lengths in nm.
The zero of energy is the average electrostatic potential of the neutral bulk.
P = one-spin density matrix (1/nm), f = occupation of the defect orbital,
D = orbital expectation value of exact minus local exchange potential."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf.dft import libxc

W, lam, a = 10.0, 0.4, 0.3
core_depth, core_width = 15.0, 0.05
points_per_cell = 14
dx = a / points_per_cell
hbar2_over_m = sc.hbar**2 / sc.m_e / sc.e * 1e18


def ex_local(n):
    y = 2 * np.pi * lam * n
    return -W / (2 * np.pi**2 * lam) * (y * np.arctan(y) - 0.5 * np.log1p(y**2))


def vx_local(n):
    return -W / np.pi * np.arctan(2 * np.pi * lam * n)


class Ring:
    def __init__(self, M, defect):
        self.M, self.defect = M, defect
        size = M * points_per_cell
        L = M * a
        x = np.arange(size) * dx
        d = np.abs(x[:, None] - x[None, :])
        self.near = np.minimum(d, L - d)
        self.w = W * np.cosh((L / 2 - d) / lam) / np.sinh(L / (2 * lam))
        k = 2 * np.pi * np.fft.fftfreq(size, dx)
        T = np.fft.ifft(k[:, None]**2 * np.fft.fft(np.eye(size), axis=0), axis=0)
        T = np.real(T) * hbar2_over_m / 2
        self.T = (T + T.T) / 2
        self.v_nuc = np.zeros(size)
        self.v_core = np.zeros(size)
        for j in range(M):
            site = j * points_per_cell
            is_defect = defect and j == 0
            self.v_nuc -= (1 if is_defect else 2) * self.w[:, site]
            if not is_defect:
                self.v_core -= core_depth * np.exp(-(self.near[:, site] / core_width)**2)

    def first_guess(self, f):
        n = np.zeros(len(self.T))
        for j in range(self.M):
            g = np.exp(-0.5 * (self.near[:, j * points_per_cell] / 0.045)**2)
            n += (f if self.defect and j == 0 else 1.0) * g / (g.sum() * dx)
        return np.diag(n)


def exchange_energies(ring, P):
    exact = -0.5 * dx**2 * sum(np.sum(ring.w * p * p) for p in P)
    local = dx * sum(np.sum(ex_local(np.diag(p))) for p in P)
    return exact, local


def exchange_difference(ring, P):
    exact, local = exchange_energies(ring, P)
    return exact - local


def scf(ring, alpha, f=1.0, start=None):
    """Self-consistent state; f is the spin-up occupation of the defect orbital."""
    full = ring.M - 1 if ring.defect else ring.M
    occ = [np.ones(full), np.ones(full)]
    if ring.defect:
        occ[0] = np.append(occ[0], f)
        P = [ring.first_guess(f), ring.first_guess(0.0)]
    else:
        P = [ring.first_guess(1.0), ring.first_guess(1.0)]
    if start is not None:
        P = [p.copy() for p in start]
    for _ in range(300):
        n_total = np.diag(P[0]) + np.diag(P[1])
        v_es = ring.v_nuc + dx * ring.w @ n_total
        levels, orbitals, change = [], [], 0.0
        new = []
        for s in (0, 1):
            H = ring.T - alpha * dx * ring.w * P[s]
            H = H + np.diag(v_es + ring.v_core + (1 - alpha) * vx_local(np.diag(P[s])))
            e, C = eigh(H, subset_by_index=[0, len(occ[s]) + 1])
            Co = C[:, :len(occ[s])]
            new.append((Co * occ[s]) @ Co.T / dx)
            levels.append(e)
            orbitals.append(C)
            change = max(change, np.abs(new[s] - P[s]).max())
        P = [p + 0.7 * (q - p) for p, q in zip(P, new)]
        if change < 1e-8:
            break
    assert change < 1e-8, "self-consistency not reached"
    n_total = np.diag(P[0]) + np.diag(P[1])
    exact, local = exchange_energies(ring, P)
    energy = dx * np.sum(ring.T * (P[0] + P[1]))
    energy += dx * np.sum((ring.v_nuc + ring.v_core) * n_total)
    energy += 0.5 * dx**2 * n_total @ ring.w @ n_total
    energy += (1 - alpha) * local + alpha * exact
    return dict(E=energy, A=exact - local, e=levels[0], C=orbitals[0], P=P,
                v_es=ring.v_nuc + dx * ring.w @ n_total)


def orbital_D(ring, state, index):
    c, p = state["C"][:, index], state["P"][0]
    return -dx * c @ (ring.w * p) @ c - np.sum(c**2 * vx_local(np.diag(p)))


# Local exchange energy density against the exchange-hole integral of the uniform gas
for n in (0.3, 2.0, 8.0):
    hole = quad(lambda u: -W * np.exp(-u / lam) * (n * np.sinc(n * u))**2,
                0, 30 * lam, limit=1000)[0]
    assert abs(hole - ex_local(n)) < 1e-5 * abs(hole)

M = 12
alphas = np.array([0.0, 0.1, 0.2, 0.3])
host, cell = Ring(M, False), Ring(M, True)
bulk, neutral, positive = [], [], []
for al in alphas:
    bulk.append(scf(host, al, start=bulk[-1]["P"] if bulk else None))
    neutral.append(scf(cell, al, 1.0, neutral[-1]["P"] if neutral else None))
    positive.append(scf(cell, al, 0.0, positive[-1]["P"] if positive else None))
vbm = np.array([b["e"][M - 1] for b in bulk])
cbm = np.array([b["e"][M] for b in bulk])
ctl = np.array([p["E"] - q["E"] for p, q in zip(neutral, positive)])

print(f"W = {W:.1f} eV, lambda = {lam:.2f} nm, lattice constant = {a:.2f} nm")
print(f"core depth = {core_depth:.1f} eV, core width = {core_width:.3f} nm, cells = {M}")
for i, al in enumerate(alphas):
    print(f"alpha {al:.1f}: valence edge {vbm[i]:.3f}, defect level {ctl[i]:.3f}, "
          f"conduction edge {cbm[i]:.3f} eV")
sv, sd, scb = vbm[-1] - vbm[0], ctl[-1] - ctl[0], cbm[-1] - cbm[0]
print(f"shifts, alpha 0 to 0.3: valence {sv:.3f}, defect {sd:.3f}, conduction {scb:.3f} eV")
average = np.mean(bulk[-1]["v_es"])
potential_change = np.abs(bulk[-1]["v_es"] - bulk[0]["v_es"]).max()
print(f"bulk average electrostatic potential at alpha 0.3: {abs(average):.1e} eV (magnitude)")
print(f"largest local change of bulk electrostatic potential: {potential_change:.4f} eV")
defect_orbital = neutral[0]["C"][:, M - 1]
weight = np.sum(defect_orbital[cell.near[:, 0] < a / 2]**2)
print(f"defect orbital weight within half a lattice constant: {weight:.3f}")
assert abs(average) < 1e-6 and potential_change < 0.25 * abs(sv)
assert weight > 0.7
assert np.all(vbm < ctl) and np.all(ctl < cbm)
assert sv < 0 < scb
assert abs(sd) < 0.2 * (scb - sv) and abs(sd) < min(abs(sv), scb)

# Straightness of the edge motion and its first-order estimate
D_edges = []
for name, edge, index in (("valence", vbm, M - 1), ("conduction", cbm, M)):
    line = edge[0] + (edge[-1] - edge[0]) * alphas / alphas[-1]
    bend = np.abs(edge - line).max()
    slope = (edge[-1] - edge[0]) / alphas[-1]
    D = orbital_D(host, bulk[0], index)
    D_edges.append(D)
    print(f"{name} edge: D = {D:.3f} eV, slope = {slope:.3f} eV, bend = {bend:.4f} eV")
    assert bend < 0.03 * abs(edge[-1] - edge[0])
    assert abs(D - slope) < 0.3 * abs(slope)

# Energy derivative of the defect level
finite = (ctl[2] - ctl[0]) / (alphas[2] - alphas[0])
direct = neutral[1]["A"] - positive[1]["A"]
print(f"defect slope at alpha 0.1: A difference {direct:.4f}, finite difference {finite:.4f} eV")
assert abs(finite - direct) < 0.01

# Occupation path: quadrature in t with f = t**2 resolves the steep start
t, wt = np.polynomial.legendre.leggauss(8)
t, wt = (t + 1) / 2, wt / 2
path = np.zeros((2, len(t)))
for j, f in enumerate(t**2):
    low = scf(cell, 0.0, f)
    high = scf(cell, alphas[-1], f, low["P"])
    path[:, j] = low["e"][M - 1], high["e"][M - 1]
integrals = path @ (2 * t * wt)
shift_path = path[1] - path[0]
shift_empty = positive[-1]["e"][M - 1] - positive[0]["e"][M - 1]
shift_full = neutral[-1]["e"][M - 1] - neutral[0]["e"][M - 1]
print("shift of the defect eigenvalue, alpha 0 to 0.3, at occupation f:")
print(f"  f = 0.000: {shift_empty:.3f} eV")
for f, s in zip(t**2, shift_path):
    print(f"  f = {f:.3f}: {s:.3f} eV")
print(f"  f = 1.000: {shift_full:.3f} eV")
print(f"integral of eigenvalue over f: {integrals[0]:.3f} (alpha 0), "
      f"{integrals[1]:.3f} eV (alpha 0.3)")
assert abs(integrals[0] - ctl[0]) < 0.02 and abs(integrals[1] - ctl[-1]) < 0.02
assert shift_path.max() > 0 > shift_full
assert abs(sd) < 0.5 * abs(shift_full)

# The defect orbital alone: exchange energy against exchange potential
n_def = defect_orbital**2 / dx
U = dx**2 * n_def @ cell.w @ n_def
E_loc = dx * np.sum(ex_local(n_def))
v_loc = dx * np.sum(n_def * vx_local(n_def))
print(f"defect orbital alone: self-repulsion U = {U:.3f} eV")
print(f"  exchange energy: exact {-U / 2:.3f}, local {E_loc:.3f} eV")
print(f"  exchange potential: exact {-U:.3f}, local {v_loc:.3f} eV")
assert abs(-U / 2 - E_loc) < 0.25 * abs(-U - v_loc)

# Removing one band electron spread over more and more cells, orbitals frozen
excess = []
for cells in (6, 12, 24):
    r = host if cells == M else Ring(cells, False)
    b = bulk[0] if cells == M else scf(r, 0.0)
    c = b["C"][:, cells - 1]
    removed = [b["P"][0] - np.outer(c, c) / dx, b["P"][1]]
    dA = exchange_difference(r, b["P"]) - exchange_difference(r, removed)
    D = orbital_D(r, b, cells - 1)
    excess.append(dA - D)
    print(f"band electron over {cells} cells: A difference {dA:.3f}, minus D {dA - D:.3f} eV")
assert abs(excess[1] / excess[0] - 0.5) < 0.06
assert abs(excess[2] / excess[1] - 0.5) < 0.05

# Convergence of the charged supercell
large = Ring(16, True)
ctl_large = scf(large, 0.0, 1.0)["E"] - scf(large, 0.0, 0.0)["E"]
print(f"defect level at alpha 0 with 16 cells: {ctl_large:.4f} eV (12 cells: {ctl[0]:.4f} eV)")
assert abs(ctl_large - ctl[0]) < 0.01

# Three dimensions and true Coulomb repulsion: hydrogen 1s density, atomic units inside
hartree = sc.physical_constants["Hartree energy in eV"][0]
r, wr = np.polynomial.legendre.leggauss(300)
r, wr = 6 * (r + 1), 6 * wr
n1s = np.exp(-2 * r) / np.pi
shell = 4 * np.pi * r**2 * wr


def pbe_exchange(f):
    zero = np.zeros_like(r)
    up = f * np.array([n1s, -2 * n1s, zero, zero])
    exc = libxc.eval_xc("PBE,", np.array([up, np.zeros_like(up)]), spin=1)[0]
    return hartree * np.sum(shell * f * n1s * exc)


U_h = hartree * np.sum(shell * n1s * (1 - (1 + r) * np.exp(-2 * r)) / r)
E_pbe = pbe_exchange(1.0)
slope_pbe = (pbe_exchange(1.001) - pbe_exchange(0.999)) / 0.002
print(f"hydrogen 1s exchange energy: exact {-U_h / 2:.3f}, PBE {E_pbe:.3f} eV")
print(f"hydrogen 1s occupation derivative: exact {-U_h:.3f}, PBE {slope_pbe:.3f} eV")
assert abs(E_pbe + U_h / 2) < 0.1 * abs(slope_pbe + U_h)

print("every check passed")
```

Output:

```
W = 10.0 eV, lambda = 0.40 nm, lattice constant = 0.30 nm
core depth = 15.0 eV, core width = 0.050 nm, cells = 12
alpha 0.0: valence edge -9.529, defect level -6.344, conduction edge -0.580 eV
alpha 0.1: valence edge -9.911, defect level -6.345, conduction edge -0.262 eV
alpha 0.2: valence edge -10.293, defect level -6.348, conduction edge 0.056 eV
alpha 0.3: valence edge -10.677, defect level -6.351, conduction edge 0.374 eV
shifts, alpha 0 to 0.3: valence -1.148, defect -0.008, conduction 0.955 eV
bulk average electrostatic potential at alpha 0.3: 5.5e-16 eV (magnitude)
largest local change of bulk electrostatic potential: 0.0047 eV
defect orbital weight within half a lattice constant: 0.839
valence edge: D = -3.823 eV, slope = -3.827 eV, bend = 0.0010 eV
conduction edge: D = 3.147 eV, slope = 3.182 eV, bend = 0.0001 eV
defect slope at alpha 0.1: A difference -0.0202, finite difference -0.0200 eV
shift of the defect eigenvalue, alpha 0 to 0.3, at occupation f:
  f = 0.000: 0.285 eV
  f = 0.000: 0.286 eV
  f = 0.010: 0.311 eV
  f = 0.056: 0.445 eV
  f = 0.167: 0.558 eV
  f = 0.350: 0.338 eV
  f = 0.582: -0.082 eV
  f = 0.807: -0.518 eV
  f = 0.961: -0.812 eV
  f = 1.000: -0.886 eV
integral of eigenvalue over f: -6.344 (alpha 0), -6.351 eV (alpha 0.3)
defect orbital alone: self-repulsion U = 7.363 eV
  exchange energy: exact -3.682, local -3.323 eV
  exchange potential: exact -7.363, local -4.192 eV
band electron over 6 cells: A difference -1.835, minus D 2.224 eV
band electron over 12 cells: A difference -2.710, minus D 1.113 eV
band electron over 24 cells: A difference -3.264, minus D 0.557 eV
defect level at alpha 0 with 16 cells: -6.3412 eV (12 cells: -6.3437 eV)
hydrogen 1s exchange energy: exact -8.504, PBE -8.325 eV
hydrogen 1s occupation derivative: exact -17.007, PBE -10.610 eV
every check passed
```
